Oblique-ion sputtering from a shallow layer: the inverse-cosine rise

**Definitions and conventions**

An ion of energy E₀ strikes a flat target that fills the half-space z > 0. The angle of incidence θ is measured from the surface normal, so θ = 0 is a head-on beam and θ near 90° is a grazing one. I write c = cos θ. Depth below the surface is z, and distance travelled along the ion's track is s.

The sputter yield Y is the mean number of target atoms removed per incident ion. It is counted per ion, not per unit of target area; the difference is a factor c, which matters at the end.

The ion loses energy in two ways. Collisions with atoms set atoms moving; the energy lost in this way per unit track length is the nuclear stopping power S. Excitation of electrons takes Se per unit length. The energy balance along the track is

dE/ds = −(S + Se).

Only the nuclear part is taken to eject atoms. Energy deposited at depth z contributes to emission with a weight w(z), equal to 1 at the surface and falling with depth. The effective escape depth is

λ = ∫₀^∞ w(z) dz.

Two shapes will be used: an exponential layer, w = exp(−z/λ), and a sharp layer, w = 1 for z < λ and 0 below. Both have effective depth λ. In Stages 1 to 3 the weight refers to the place where the ion gives up its energy, which need not be the place from which the ejected atom starts.

The yield is assumed proportional to the weighted energy, with a factor Λ in atoms per unit energy. Both Λ and w are held fixed when the angle changes. This is an assumption about the target, whose surface composition and roughness must not change with angle. It is also one about the collisions that follow: a given deposited energy must eject equally many atoms whatever the beam direction. Tilting the beam sends some of the first struck atoms outwards, so this second part is only approximate.

**Stage 1: a straight track and constant stopping**

Take the simplest case first. The ion travels in a straight line, S is constant, and the energy stays where it is deposited. The depth reached after a distance s is

z = s c.

A sharp layer of depth λ is therefore crossed in a path λ/c. The energy left in it is Sλ/c, and

Y(θ) = Λ S λ / c.

The same result holds for any weight with a finite λ. Adding the contributions along the track gives

Y(θ) = Λ ∫₀^∞ S w(sc) ds.

With S constant, substitute z = sc, so that ds = dz/c:

Y(θ) = (Λ S / c) ∫₀^∞ w(z) dz = Λ S λ / c.

Dividing by the value at normal incidence, where c = 1, removes Λ, S and λ:

Y(θ)/Y(0) = 1/cos θ.

The ion does not lose energy faster at oblique incidence. It loses the same energy per unit length, but more of that length lies where energy can cause emission.

Near the normal, cos θ ≈ 1 − θ²/2 with θ in radians, so

Y(θ)/Y(0) ≈ 1 + θ²/2.

The rise starts with zero slope. This must be so on a target with no preferred direction in its surface, because tilting the beam left or right gives the same yield. What the inverse cosine adds is the coefficient 1/2.

**First limit: an ion with a finite range**

The integral above ran to infinity, but a real ion stops. Let S stay constant up to a total path R and then vanish, and ignore electronic loss for the moment, so that SR = E₀. For the exponential layer,

Y = Λ S ∫₀^R exp(−sc/λ) ds
= Λ S (λ/c) [1 − exp(−Rc/λ)].

If Rc ≫ λ, the exponential is negligible and the inverse cosine returns. This is what "shallow" means here: the layer must be thin compared with the depth Rc that the ion reaches, not merely thin compared with R.

At grazing incidence Rc/λ becomes small. Then 1 − exp(−Rc/λ) ≈ Rc/λ, and

Y → Λ S R = Λ E₀.

The divergence of 1/c has gone. An ion cannot deposit more energy in the layer than it brought.

The opposite case is a layer much deeper than the range. Then Rc/λ is small at every angle and Y ≈ ΛE₀ throughout. The rise disappears although the track is still oblique. The inverse cosine thus needs both parts of the argument: a longer path per unit depth, and a layer too shallow to catch most of the energy.

**Stage 2: stopping that changes along the track**

Now let S vary as the ion slows, keeping the track straight and the layer exponential:

Y = Λ ∫₀^∞ S(s) exp(−sc/λ) ds.

Integrate by parts, integrating the exponential and differentiating S. The boundary term vanishes at the far end, and at s = 0 it gives (λ/c)S₀, where S₀ is the stopping power at E₀:

∫₀^∞ S exp(−sc/λ) ds = (λ/c) S₀ + (λ/c) ∫₀^∞ (dS/ds) exp(−sc/λ) ds.

If dS/ds changes little within the layer, it may be given its value at the surface. The last integral is then (λ/c)(dS/ds)₀. By the chain rule and the energy balance,

(dS/ds)₀ = (dS/dE)(dE/ds) = −(dS/dE)(S₀ + Se) = −κ S₀,

κ = (dS/dE)(1 + Se/S₀), evaluated at E₀.

Hence, to first order in κλ/c,

Y ≈ Λ (S₀ λ/c) (1 − κλ/c).

For the sharp layer, S ≈ S₀(1 − κs) is integrated from 0 to λ/c:

Y ≈ Λ (S₀ λ/c) (1 − κλ/2c).

The correction is half as large because the sharp layer has no deep tail, in which the ion would be slower. In both cases it grows as 1/c.

A bound follows without any expansion. Put u = sc/λ in the exponential-layer integral and multiply by c:

c Y = Λ λ ∫₀^∞ S(λu/c) exp(−u) du.

Tilting the beam makes c smaller, so each u refers to a point further along the track. If S never rises along the track, the integrand cannot rise either, and cY cannot increase with angle. So for a straight track under this condition

Y(θ)/Y(0) ≤ 1/cos θ.

The original integral shows something else. As c falls, exp(−sc/λ) rises at every s > 0, so Y itself keeps rising. A straight track can make the yield level off towards grazing incidence, but cannot make it fall.

**Numbers for argon on titanium**

Take 5 keV argon ions on titanium, a rough ion-milling case, with density 4.5 g/cm³, or 56.6 atoms/nm³. The escape depth λ = 0.50 nm is a round model value.

The nuclear stopping power is S = N∫T dσ, where N is the atomic density, T the energy passed to an atom and dσ the cross-section. I computed T from the classical orbit integral in the Ziegler–Biersack–Littmark universal potential. This gives S₀ = 614 eV/nm; the published analytic fit for the same potential gives 613 eV/nm. The Lindhard–Scharff formula gives Se = 87 eV/nm. Integrating ds = −dE/(S + Se) down to 20 eV gives a path of 10.99 nm, about 22 escape depths.

The constant-stopping estimate of the weighted energy at normal incidence is

S₀λ = 306.9 eV.

The computed slope of S gives κ = 0.0329 nm⁻¹, so κλ = 0.0164. The first-order result is 306.9 × (1 − 0.0164) = 301.9 eV, and numerical integration over the whole track gives 301.5 eV. At 60°, c = 1/2, and the first-order result is 2 × 306.9 × (1 − 0.0329) = 593.6 eV, against 590.3 eV from the full integral. The ratio of the two integrals is

590.3/301.5 = 1.958,

which is 2.1% below the ideal value of 2. Slowing hardly disturbs the law at this angle.

For the thick-layer limit, I repeated the integral with λ = 200 nm and all else unchanged. Then Y(60°)/Y(0) = 1.011. The rise has almost gone.

The track integral treats energy loss as smooth, whereas real losses come in separate collisions. I therefore also followed 80,000 simulated ions at each angle. They met atoms at random distances and random impact parameters up to 0.15 nm, with deflection switched off. The mean weighted energies were 295.7 ± 1.8 eV at 0° and 579.4 ± 2.5 eV at 60°, where ± is one standard error. Both lie about 2% below the track integral, by about 3.2 and 4.4 standard errors. Part of the difference comes from the spread in energy that separate losses produce. A hard collision leaves an ion much slower, and S falls more steeply at low energy, so the average stopping power lies below the stopping power at the average energy. Averaging over the separate losses without random sampling gives 299.1 eV at 0° and 579.4 eV at 60°, which is 0.8% and 1.8% below the track integral. The simulated values agree with these averages within two standard errors. The effect grows with the path in the layer, so it does not cancel in the ratio: this average gives 1.937, and the simulated ratio, 1.959 ± 0.015, agrees within two standard errors.

**Stage 3: let the ion deflect**

A straight track is an approximation. Suppose the ion turns through a small angle ψ, with all azimuths φ about its old direction equally likely. Its new direction cosine is

c′ = c cos ψ + sin θ sin ψ cos φ
≈ c (1 − ψ²/2 + ψ tan θ cos φ).

The path per unit depth is 1/c′. Using 1/(1 + x) ≈ 1 − x + x² and keeping terms up to ψ²,

1/c′ ≈ (1/c)(1 + ψ²/2 − ψ tan θ cos φ + ψ² tan²θ cos²φ).

Over all azimuths, cos φ averages to zero and cos²φ to 1/2. Since 1 + tan²θ = 1/c²,

⟨1/c′⟩ ≈ (1/c)(1 + ψ²/2c²).

Small deflections therefore lengthen the mean path per unit depth, and do so more strongly at oblique incidence. They push the yield ratio above the inverse cosine. The expansion requires ψ tan θ ≪ 1, so it fails towards grazing incidence, where a modest turn can send the ion back out of the target.

The scale of the effect is set by the transport length ℓ, defined by 1/ℓ = N∫(1 − cos ψ) dσ. At fixed energy, the mean cosine of the total turning angle decays as exp(−s/ℓ). For the example ℓ = 10.9 nm. The straight path in the layer is 0.50 nm at normal incidence, or about 5% of ℓ; at 85° it is 5.74 nm, more than half of ℓ.

To go beyond small angles, I ran the simulation with deflection switched on. Each ion was followed until it left the target, fell below 25 eV or passed a depth of 6 nm. The table gives Y(θ)/Y(0) for the ideal law, for the straight track with slowing, and for the deflected ions. The last column is the fraction of ions seen to leave the target.

θ | 1/cos θ | straight | deflected | reflected
0° | 1.00 | 1.00 | 1.00 | 2%
30° | 1.15 | 1.15 | 1.17 | 5%
45° | 1.41 | 1.40 | 1.51 | 9%
60° | 2.00 | 1.96 | 2.19 | 19%
75° | 3.86 | 3.59 | 3.44 | 37%
85° | 11.47 | 7.84 | 4.14 | 58%

The standard errors of the deflected ratios are between 0.01 and 0.03. Each column is divided by its own value at 0°. This matters because deflection also raises the deposit at normal incidence, from 295.7 to 321.5 eV.

At 30° the tabulated result is 1.5% above the inverse cosine, with a standard error of about 1%; scoring the mean energy transfer at each collision, which is less noisy, puts the excess nearer 3%. At 45° it is 7% above and at 60° it is 10% above. The small-angle argument gives this direction, but the excess is carried by ions that have been turned back towards the surface, which that argument does not cover. They supply about 2% of the deposit at 0°, 9% at 45° and 14% at 60°; counting only ions still moving inwards gives ratios of about 1.43 at 45° and 1.94 at 60°. By 75° the sign has changed: the ratio is 11% below the inverse cosine. At 85° it is 64% below. Smooth slowing on a straight track accounts for a drop of 7% at 75° and 32% at 85°; allowing for separate losses raises these to about 10% and 35%. The rest comes with deflection. An ion moving almost parallel to the surface can leave the layer early by turning either outwards or inwards. The program does not separate the two losses.

Up to 60° the inverse cosine stays within about 10% of the deflected-ion result. Between 60° and 75° the two cross, so close agreement there is no proof that the assumptions hold.

The grazing values depend on how the surface is treated. In the table, an ion just below the surface can strike atoms placed up to 0.15 nm outside it, and these push it inwards. Each ion also starts exactly at the surface, so nothing deflects it on approach. If struck atoms are allowed only inside the target, and the ion is followed from 0.15 nm outside the surface so that the outermost atoms can strike it on the way in, the ratio is 2.26 at 60°, 3.50 at 75°, 3.79 at 80°, 2.73 at 85° and 0.38 at 88°, with standard errors below 0.04. The values at 60° and 75° change by a few per cent, but the one at 85° falls by a third. Most of this fall comes from the collisions on approach: removing the outside atoms alone, with the ion still starting at the surface, gives about 3.9 at 85° and 2.6 at 88°. The table's last row should therefore not be read as a prediction.

**Stage 4: let the recoils carry energy away**

So far each collision has deposited its energy on the spot. In fact the struck atoms move and share that energy over a region. As a simple model, replace the energy from each track element by an isotropic Gaussian cloud of width σ, with its centre shifted forward along the beam by δ. The weight w now applies to the depth at which the cloud leaves the energy, not to the depth of the ion. Return to constant S and a long straight track.

The cloud from the element at s has its centre at depth (s + δ)c. Let g(t) = exp(−t²/2)/√(2π), and let Φ(t) be its integral from −∞ to t. Seen along z alone, the cloud is a Gaussian of width σ, so the energy per unit depth is

F(z) = S ∫₀^∞ (1/σ) g([z − (s + δ)c]/σ) ds.

Put t = [z − (s + δ)c]/σ, so ds = −σ dt/c. As s runs from 0 to ∞, t runs from (z − δc)/σ down to −∞. Reversing the limits removes the minus sign:

F(z) = (S/c) Φ([z − δc]/σ).

If δ = 0, the angle appears only in the factor 1/c. Spreading alone therefore leaves the inverse cosine intact in this model, even when σ is much larger than λ. It lowers the yield by the same factor at every angle.

For δ > 0, write a = δc and weight F with exp(−z/λ). Integration by parts gives

∫₀^∞ exp(−z/λ) Φ([z − a]/σ) dz
= λ Φ(−a/σ) + λ ∫₀^∞ exp(−z/λ) (1/σ) g([z − a]/σ) dz.

In the last integral, complete the square in the exponent:

−(z − a)²/2σ² − z/λ
= −(z − a + σ²/λ)²/2σ² + σ²/2λ² − a/λ.

What remains is a Gaussian centred at a − σ²/λ, integrated over z > 0. Hence

Y = Λ (Sλ/c) A(δc), with A(a) = Φ(−a/σ) + B(a),

B(a) = exp(σ²/2λ² − a/λ) Φ(a/σ − σ/λ).

To find the slope, differentiate A. The first term gives −g(a/σ)/σ. In B, the exponential gives −B/λ, and Φ gives

(1/σ) exp(σ²/2λ² − a/λ) g(a/σ − σ/λ) = g(a/σ)/σ,

because the exponential cancels the extra factors in g. The two Gaussian terms cancel, leaving dA/da = −B/λ.

Define a local exponent f = −d ln Y/d ln c, which is 1 for the inverse cosine. Since ln Y contains −ln c + ln A(δc),

f = 1 + (δc/λ) B(δc)/A(δc).

For δ > 0 this exceeds 1. The forward shift carries energy below the escape layer. Tilting the beam reduces the depth of that shift from δ to δc and brings some of the energy back. This adds to the gain from the longer path.

A second limit shows which length matters when the layer is very thin. For λ ≪ σ with δ/σ fixed, the tail formula Φ(−x) ≈ g(x)/x gives B(δ) ≈ (λ/σ) g(δ/σ), while A(δ) ≈ Φ(−δ/σ). At normal incidence

f → 1 + (δ/σ) g(δ/σ)/Φ(−δ/σ).

The escape depth has dropped out. The steepening then depends on the shift compared with the width of the cloud.

For trial values λ = 0.5 nm and σ = 1.5 nm, the full formula gives f = 1.26 at normal incidence for δ = 0.5 nm, and f = 1.64 for δ = 1.0 nm. The ratio Y(45°)/Y(0) becomes 1.52 and 1.69, against 1.41 without a shift. These values of δ and σ are not computed for titanium. They show that a forward shift of 0.5 to 1 nm can change the slope more than slowing does.

**From yield per ion to erosion speed**

Let a fixed beam carry J ions per unit time through unit area across the beam. That area covers 1/c of target surface, so the surface receives Jc ions per unit area and time. Each removes Y atoms, and the surface recedes along its normal at speed

v = J c Y / N.

Under the ideal law, cY is constant and the speed does not depend on angle. The longer path compensates for the thinner spread of ions. With deflected ions, relative to normal incidence, the speed is 1.02 at 30°, 1.07 at 45°, 1.10 at 60°, 0.89 at 75° and 0.36 at 85°. The last value becomes 0.24 if struck atoms are allowed only inside the target and the ion is followed from outside the surface. The beam is held fixed in this comparison; if the ion flux onto the surface were held fixed instead, the speed would follow Y.

**Beside a real ion-milling process**

Ion milling is also done at argon energies well below the 5 keV used here. A slower ion has a shorter range, so the same layer is less shallow for it. At 500 eV with λ still 0.5 nm, the deflected-ion ratio at 60° is about 1.6, not 2. An escape depth of 0.5 nm is about two atomic layers. Many sputtered atoms start from the outermost layer, but this does not fix λ, which describes where the energy is deposited. Real yields commonly rise to a maximum at an oblique angle, very roughly 60° to 80°, and then fall. With struck atoms allowed only inside the target, the deflected-ion model also shows a maximum, near 80° among the angles computed, and a steep fall beyond it. The version used for the table puts the fall closer to grazing and makes it slower. The main reason is that it starts each ion at the surface, so surface atoms cannot turn it away on approach; atoms placed outside the surface, which push ions back in, add to this. Both versions treat collisions as independent and so omit the joint repulsion by neighbouring surface atoms, which can turn a grazing ion away from a smooth surface. They also omit crystal channelling, roughness, implanted argon and oxide on the titanium. Of the effects sized here, deflection moves the 60° ratio from 1.96 to 2.19, and a trial recoil shift of 1 nm moves the 45° ratio from 1.41 to 1.69. The inverse cosine is thus a first estimate for moderate tilt on a smooth, unchanging surface, when the ion reaches much deeper than the escape layer. It is not a basis for choosing a grazing milling angle.
